# Green's Function and Electron Number in a Nonorthogonal Basis: a program that tests the result

```python
# Result under test, for orbitals phi_p with overlap matrix S:
#   G(iw) = [(iw + mu) S - h - Sigma(iw)]^-1   and   N = Tr(P S),
# where c_p are the coefficients of the field operator, {c_p, c_q^+} = (S^-1)_pq,
# G is the thermal Green's function of c_p and c_q^+, and P_pq = <c_q^+ c_p>.
# The operators a_p^+ create an electron in phi_p and obey {a_p, a_q^+} = S_pq.
# h: one-electron matrix, v[p,q,r,s] = (pq|rs): repulsion integrals,
# mu: chemical potential, beta: inverse temperature. Hartree atomic units.
# Exact Fock-space diagonalization supplies the independent side of the tests.
from types import SimpleNamespace
import numpy as np
from scipy import sparse
from pyscf import gto, scf, fci


def dag(op):
    return op.conj().T.tocsr()


def comb(coefficients, ops):
    total = ops[0] * coefficients[0]
    for x, op in zip(coefficients[1:], ops[1:]):
        total = total + op * x
    return total.tocsr()


def add(ops):
    return comb(np.ones(len(ops)), ops)


def size(op):
    return abs(op).max()


def jordan_wigner(n):
    lower = sparse.csr_matrix(np.array([[0.0, 1.0], [0.0, 0.0]]))
    sign = sparse.csr_matrix(np.diag([1.0, -1.0]))
    one = sparse.identity(2, format="csr")
    result = []
    for i in range(n):
        op = sparse.identity(1, format="csr")
        for k in range(n):
            factor = sign if k < i else (lower if k == i else one)
            op = sparse.kron(op, factor, format="csr")
        result.append(op)
    return result


def second_quantize(phi, h, v, nspin):
    """phi[x, p]: orbital p expanded in orthonormal modes x."""
    nmode, nb = phi.shape
    b = jordan_wigner(nmode * nspin)
    S = phi.conj().T @ phi
    Sinv = np.linalg.inv(S)
    span = np.linalg.qr(phi)[0]
    a, c, counts = [], [], []
    for s in range(nspin):
        modes = b[s * nmode:(s + 1) * nmode]
        a.append([comb(phi[:, p].conj(), modes) for p in range(nb)])
        c.append([comb(Sinv[p], a[s]) for p in range(nb)])
        for k in range(nb):
            d = comb(span[:, k].conj(), modes)
            counts.append(dag(d) @ d)
    pair = [add([dag(cs[r]) @ cs[t] for cs in c])
            for r in range(nb) for t in range(nb)]
    field = [[comb(v[p, q].ravel(), pair) for q in range(nb)]
             for p in range(nb)]
    j = [[add([field[p][q] @ cs[q] for q in range(nb)]) for p in range(nb)]
         for cs in c]
    H = add([dag(c[s][p]) @ (comb(h[p], c[s]) + j[s][p] * 0.5)
             for s in range(nspin) for p in range(nb)])
    return SimpleNamespace(S=S, Sinv=Sinv, h=h, v=v, a=a, c=c, j=j, H=H,
                           number=add(counts), nspin=nspin, nb=nb)


def check_algebra(m):
    one = sparse.identity(m.H.shape[0], format="csr")
    a, c = m.a[0], m.c[0]
    for p in range(m.nb):
        for q in range(m.nb):
            ap, cq = dag(a[q]), dag(c[q])
            assert size(a[p] @ ap + ap @ a[p] - one * m.S[p, q]) < 1e-10
            assert size(c[p] @ cq + cq @ c[p] - one * m.Sinv[p, q]) < 1e-10
        force = [comb(m.h[q], c) + m.j[0][q] for q in range(m.nb)]
        commutator = c[p] @ m.H - m.H @ c[p]
        assert size(commutator - comb(m.Sinv[p], force)) < 1e-9
        assert size(c[p] @ m.number - m.number @ c[p] - c[p]) < 1e-10


def thermal(m, mu, beta, blocks, pairs):
    """Exact thermal averages and spectral sums of the grand ensemble."""
    K = (m.H - m.number * mu).tocsr()
    eig = [np.linalg.eigh(K[i][:, i].toarray()) for i in blocks]
    lowest = min(e[0] for e, _ in eig)
    boltz = [np.exp(-beta * (e - lowest)) for e, _ in eig]
    Z = sum(x.sum() for x in boltz)
    prob = [x / Z for x in boltz]
    rho = [(i, (u * w) @ u.conj().T)
           for i, (_, u), w in zip(blocks, eig, prob) if w.max() > 1e-17]

    def mean(op):
        return sum(np.sum(r.T * op[i][:, i].toarray()) for i, r in rho)

    def correlator(left, right):
        positions, residues = [], []
        for lo, hi in pairs:
            weight = prob[lo][:, None] + prob[hi][None, :]
            keep = weight > 1e-15
            if not keep.any():
                continue
            (e1, u1), (e2, u2) = eig[lo], eig[hi]

            def elements(ops):
                return np.array([(u1.conj().T @ (
                    op[blocks[lo]][:, blocks[hi]] @ u2))[keep] for op in ops])

            L, R = elements(left), elements(right)
            res = (L * weight[keep])[:, None, :] * R.conj()[None, :, :]
            strong = abs(res).max(axis=(0, 1)) > 1e-15
            positions.append((e2[None, :] - e1[:, None])[keep][strong])
            residues.append(res[:, :, strong])
        return np.concatenate(positions), np.concatenate(residues, axis=2)

    return mean, correlator


def spectral_sum(positions, residues, z):
    kernel = 1.0 / (np.asarray(z)[None, :] - positions[:, None])
    return np.tensordot(residues, kernel, axes=(2, 0))


def static_sigma(m, P):
    return (m.nspin * np.einsum("pqrs,sr->pq", m.v, P)
            - np.einsum("psrq,sr->pq", m.v, P))


def verify(m, mu, beta, blocks, pairs, nfreq):
    """Test equation of motion, static limit, frequency sum and N."""
    mean, correlator = thermal(m, mu, beta, blocks, pairs)
    c, nb = m.c[0], m.nb
    P = np.array([[mean(dag(c[q]) @ c[p]) for q in range(nb)]
                  for p in range(nb)])
    pos, res = correlator(c + m.j[0], c)
    z = 1j * np.pi / beta * np.array([1, 3, 21])
    both = spectral_sum(pos, res, z)
    for k in range(len(z)):
        G, F = both[:nb, :, k], both[nb:, :, k]
        unit = ((z[k] + mu) * m.S - m.h) @ G - F
        assert np.allclose(unit, np.eye(nb), atol=1e-8)
        assert np.linalg.eigvalsh((G - G.conj().T) / 2j).max() < 0
    G, F = both[:nb, :, 0], both[nb:, :, 0]
    sigma = F @ np.linalg.inv(G)
    static = static_sigma(m, P)
    far = spectral_sum(pos, res, [1e5j])[:, :, 0]
    # the dynamic part of Sigma still has size of order 1e-5 here
    assert np.allclose(far[nb:] @ np.linalg.inv(far[:nb]), static, atol=1e-4)
    M = m.Sinv @ (m.h + static - mu * m.S) @ m.Sinv
    Psum = m.Sinv / 2 - beta * M / 4
    for start in range(0, nfreq, 100):
        w = (2 * np.arange(start, start + 100) + 1) * np.pi / beta
        g = spectral_sum(pos, res[:nb], 1j * w)
        Psum = Psum + (g + g.conj().transpose(1, 0, 2)).sum(axis=2) / beta
        Psum = Psum + 2 * M * np.sum(1 / w**2) / beta
    # the cut-off frequency sum leaves an error of third inverse order
    assert np.allclose(Psum, P, atol=1e-4)
    N = m.nspin * np.trace(P @ m.S).real
    exact_N = np.real(mean(m.number))
    assert abs(N - exact_N) < 1e-8
    return SimpleNamespace(P=P, G=G, sigma=sigma, static=static, z=z[0], N=N,
                           exact_N=exact_N, correlator=correlator, mean=mean,
                           Nsum=m.nspin * np.trace(Psum @ m.S).real)


# ---- complex orbitals on five grid points; S and h do not commute ----
x = np.arange(-2.0, 3.0)
centres, waves = np.array([-1.0, 0.0, 1.0]), np.array([0.3, -0.5, 0.8])
phi = np.exp(-(x[:, None] - centres)**2 + 1j * x[:, None] * waves)
phi = phi / np.linalg.norm(phi, axis=0)
h_grid = np.diag(0.2 * x + 0.1 * x**2) - 0.5 * (np.eye(5, k=1) + np.eye(5, k=-1))
v_grid = 1 / (1 + abs(x[:, None] - x[None, :]))
h_small = phi.conj().T @ h_grid @ phi
density = phi.conj()[:, :, None] * phi[:, None, :]
v_small = np.einsum("xpq,xy,yrs->pqrs", density, v_grid, density)
small_blocks, small_pairs = [np.arange(32)], [(0, 0)]
small_mu, small_beta = 0.5, 3.0

small = second_quantize(phi, h_small, v_small, 1)
assert abs(small.S @ h_small - h_small @ small.S).max() > 1e-2
check_algebra(small)
sm = verify(small, small_mu, small_beta, small_blocks, small_pairs, 2000)
dyson = np.linalg.inv((sm.z + small_mu) * small.S - small.h - sm.sigma)
pos_a, res_a = sm.correlator(small.a[0], small.a[0])
G_a = spectral_sum(pos_a, res_a, [sm.z])[:, :, 0]
assert np.allclose(G_a, small.S @ dyson @ small.S, atol=1e-9)
P_a = np.array([[sm.mean(dag(small.a[0][q]) @ small.a[0][p])
                 for q in range(3)] for p in range(3)])
assert abs(np.trace(P_a @ small.Sinv) - sm.exact_N) < 1e-9

# Sigma from its static part and the second-order diagram, weak coupling
root = np.linalg.inv(np.linalg.cholesky(small.S)).conj().T
eps, rot = np.linalg.eigh(root.conj().T @ h_small @ root)
C = root @ rot
occ = 1 / (1 + np.exp(small_beta * (eps - small_mu)))
emp = 1 - occ
errors = []
for strength in (0.01, 0.005):
    weak = second_quantize(phi, h_small, strength * v_small, 1)
    mean, correlator = thermal(weak, small_mu, small_beta,
                               small_blocks, small_pairs)
    cw = weak.c[0]
    Pw = np.array([[mean(dag(cw[q]) @ cw[p]) for q in range(3)]
                   for p in range(3)])
    z = 1j * np.pi / small_beta
    exact = spectral_sum(*correlator(cw, cw), [z])[:, :, 0]
    direct = np.einsum("pqrs,ra,qb,sc->pabc", weak.v, C.conj(), C, C)
    W = direct - direct.transpose(0, 1, 3, 2)
    phase = (np.einsum("a,b,c->abc", occ, emp, emp)
             + np.einsum("a,b,c->abc", emp, occ, occ))
    gap = (z + small_mu + eps[:, None, None] - eps[None, :, None]
           - eps[None, None, :])
    second = 0.5 * np.einsum("pabc,qabc,abc->pq", W, W.conj(), phase / gap)
    guess = np.linalg.inv((z + small_mu) * weak.S - weak.h
                          - static_sigma(weak, Pw) - second)
    errors.append(np.linalg.norm(guess - exact))
order_ratio = errors[0] / errors[1]
assert 7 < order_ratio < 9

# ---- H6 ring, STO-3G, all 4096 Fock states ----
distance, beta = 2.0, 100.0
angles = 2 * np.pi * np.arange(6) / 6
atoms = [("H", (distance * np.cos(t), distance * np.sin(t), 0.0))
         for t in angles]
mol = gto.M(atom=atoms, basis="sto-3g", unit="Bohr", verbose=0)
S = mol.intor("int1e_ovlp")
h = mol.intor("int1e_kin") + mol.intor("int1e_nuc")
s_val, s_vec = np.linalg.eigh(S)
ring = second_quantize((s_vec * np.sqrt(s_val)) @ s_vec.T, h,
                       mol.intor("int2e"), 2)
assert np.allclose(ring.S, S, atol=1e-12)
check_algebra(ring)

bits = (np.arange(4096)[:, None] >> np.arange(11, -1, -1)) & 1
n_up, n_down = bits[:, :6].sum(axis=1), bits[:, 6:].sum(axis=1)
blocks = [np.flatnonzero((n_up == u) & (n_down == d))
          for u in range(7) for d in range(7)]
pairs = [(7 * (u - 1) + d, 7 * u + d) for u in range(1, 7) for d in range(7)]


def levels(u, d):
    i = blocks[7 * u + d]
    return np.linalg.eigvalsh(ring.H[i][:, i].toarray())


E6, E7 = levels(3, 3)[0], levels(4, 3)[0]
five = np.concatenate([levels(u, 5 - u) for u in range(6)])
E5 = five.min()
degeneracy = int(np.sum(five < E5 + 1e-7))
mf = scf.RHF(mol).run(conv_tol=1e-11)
E_fci = fci.FCI(mf).kernel()[0]
assert abs(E6 + mol.energy_nuc() - E_fci) < 1e-6

mu_mid, mu_edge = (E7 - E5) / 2, E6 - E5
mid = verify(ring, mu_mid, beta, blocks, pairs, 1500)
edge = verify(ring, mu_edge, beta, blocks, pairs, 1500)
edge_estimate = (5 * degeneracy + 6) / (degeneracy + 1)


def bloch(X):
    return np.array([np.sum(X[0] * np.cos(k * angles)) for k in range(4)])


Sk, hk, Pk = bloch(S), bloch(h), bloch(mid.P)
Gk, sk, stk = bloch(mid.G), bloch(mid.sigma), bloch(mid.static)
assert np.allclose(Gk, 1 / ((mid.z + mu_mid) * Sk - hk - sk), atol=1e-7)
multiplicity = np.array([1, 2, 2, 1])
N_k = 2 * np.sum(multiplicity * Pk * Sk)
assert abs(N_k - mid.exact_N) < 1e-8


def row(X):
    return " ".join(f"{value:.5f}" for value in X[0, :4])


print("Grid model, complex orbitals, dimensionless")
print(f"  N exact {sm.exact_N:.6f}, Tr(PS) {sm.N:.6f}, "
      f"Tr P {np.trace(sm.P).real:.6f}")
print(f"  N from frequency sum {sm.Nsum:.6f}")
print(f"  error of G, coupling 0.010: {errors[0]:.3e}")
print(f"  error of G, coupling 0.005: {errors[1]:.3e}")
print(f"  ratio of the errors: {order_ratio:.3f}")
print("H6 ring, STO-3G")
print(f"  neighbour distance {distance:.1f} bohr, beta {beta:.0f} per hartree")
print(f"  total energy, six electrons: {E6 + mol.energy_nuc():.6f} hartree")
print(f"  full-CI energy, separate code: {E_fci:.6f} hartree")
print(f"  removal energy E5-E6: {E5 - E6:.6f} hartree")
print(f"  addition energy E7-E6: {E7 - E6:.6f} hartree")
print(f"  mid-gap mu: {mu_mid:.6f} hartree")
print(f"  first Matsubara frequency: {mid.z.imag:.6f} hartree")
print("  first rows, sites 0 1 2 3 (sites 4, 5 repeat 2, 1)")
print(f"  S (dimensionless): {row(S)}")
print(f"  S^-1 (dimensionless): {row(ring.Sinv)}")
print(f"  P per spin (dimensionless): {row(mid.P)}")
print("  ring components: S dimensionless; h, Sigma in hartree; G in 1/hartree")
for k in range(4):
    print(f"  k={k} S {Sk[k]:.6f} h {hk[k]:.6f} static Sigma {stk[k]:.6f}")
    print(f"      Sigma(iw0) {sk[k].real:.6f} {sk[k].imag:+.6f}i")
    print(f"      G(iw0) {Gk[k].real:.6f} {Gk[k].imag:+.6f}i")
    print(f"      P {Pk[k]:.6f}, occupation P*S {Pk[k] * Sk[k]:.6f}")
print("Electron number at mid-gap mu, both spins")
print(f"  exact {mid.exact_N:.6f}, Tr(PS) {mid.N:.6f}")
print(f"  from ring components {N_k:.6f}, from frequency sum {mid.Nsum:.4f}")
print(f"  Tr P without S: {2 * np.trace(mid.P).real:.6f}")
print("Electron number at the removal threshold")
print(f"  mu {mu_edge:.6f} hartree, five-electron degeneracy {degeneracy}")
print(f"  estimate from degeneracies {edge_estimate:.6f}")
print(f"  exact {edge.exact_N:.6f}, Tr(PS) {edge.N:.6f}")
print(f"  from frequency sum {edge.Nsum:.4f}")
print(f"  Tr P without S: {2 * np.trace(edge.P).real:.6f}")
print("finished without a failed check")
```

It prints:

```
Grid model, complex orbitals, dimensionless
  N exact 1.713340, Tr(PS) 1.713340, Tr P 1.792327
  N from frequency sum 1.713340
  error of G, coupling 0.010: 8.406e-08
  error of G, coupling 0.005: 1.051e-08
  ratio of the errors: 8.002
H6 ring, STO-3G
  neighbour distance 2.0 bohr, beta 100 per hartree
  total energy, six electrons: -3.228990 hartree
  full-CI energy, separate code: -3.228990 hartree
  removal energy E5-E6: 0.411412 hartree
  addition energy E7-E6: 0.433455 hartree
  mid-gap mu: 0.011022 hartree
  first Matsubara frequency: 0.031416 hartree
  first rows, sites 0 1 2 3 (sites 4, 5 repeat 2, 1)
  S (dimensionless): 1.00000 0.46278 0.15582 0.09813
  S^-1 (dimensionless): 1.62104 -0.71712 0.16473 -0.08807
  P per spin (dimensionless): 0.36558 0.18728 -0.06806 -0.18050
  ring components: S dimensionless; h, Sigma in hartree; G in 1/hartree
  k=0 S 2.335329 h -5.934351 static Sigma 4.306008
      Sigma(iw0) 4.287536 -0.004047i
      G(iw0) 0.596610 -0.027614i
      P 0.423530, occupation P*S 0.989082
  k=1 S 1.208825 h -2.757504 static Sigma 2.278276
      Sigma(iw0) 2.222464 -0.003305i
      G(iw0) 1.813330 -0.136509i
      P 0.801422, occupation P*S 0.968778
  k=2 S 0.479535 h -0.875635 static Sigma 1.075374
      Sigma(iw0) 1.097843 -0.001297i
      G(iw0) -4.583851 -0.345745i
      P 0.065859, occupation P*S 0.031582
  k=3 S 0.287952 h -0.413046 static Sigma 0.678341
      Sigma(iw0) 0.680752 -0.000581i
      G(iw0) -3.775269 -0.137393i
      P 0.035415, occupation P*S 0.010198
Electron number at mid-gap mu, both spins
  exact 6.000000, Tr(PS) 6.000000
  from ring components 6.000000, from frequency sum 6.0000
  Tr P without S: 4.387013
Electron number at the removal threshold
  mu -0.411412 hartree, five-electron degeneracy 4
  estimate from degeneracies 5.200000
  exact 5.200000, Tr(PS) 5.200000
  from frequency sum 5.2000
  Tr P without S: 3.693783
finished without a failed check
```
